# Ion Channelling by Binary Collisions: Testing the Continuum-String Yield and Width

## Definitions and conventions

An ion of kinetic energy \(E\), charge number \(Z_1\), mass \(M_1\) and speed \(v\) enters a crystal nearly parallel to an atomic axis \(z\). Its transverse position is \(\mathbf r\), and its small direction vector is \(\boldsymbol\theta=d\mathbf r/dz\). The motion is non-relativistic, so its momentum \(p_0\) obeys \(p_0v=2E\). The beam makes an angle \(\psi\) with the axis.

The atoms have charge number \(Z_2\). Each is displaced from its site independently, with a Gaussian distribution of rms amplitude \(u\) in each direction. With \(k=Z_1Z_2e^2/4\pi\varepsilon_0\), the interaction is the universal screened potential

\[
V(r)=\frac{k}{r}\sum_{i=1}^4 c_i e^{-\kappa_i r},\qquad \sum_i c_i=1 .
\]

Here \(c_i=(0.18175,\,0.50986,\,0.28022,\,0.02817)\) and \(\kappa_i=(3.1998,\,0.94229,\,0.4029,\,0.20162)/a_s\), where \(a_s=0.8854\,a_B/(Z_1^{0.23}+Z_2^{0.23})\) and \(a_B\) is the Bohr radius.

The close-encounter yield \(\chi(\psi)\) is the probability density for an ion and an atom to coincide, divided by its value for ions spread uniformly over the crystal. The minimum yield is \(\chi_{\min}=\chi(0)\). The half-angle \(\psi_{1/2}\) is where \(\chi=(1+\chi_{\min})/2\). Tilted beams are averaged over azimuth. Errors marked ± are one statistical standard error.

The example is 2 MeV \(^4\)He along ⟨100⟩ silicon at 293 K, with lattice constant \(a=0.543\) nm. The diamond lattice has eight atoms per volume \(a^3\), and the atoms of one ⟨100⟩ string are \(a\) apart. The area per string is therefore

\[
A_0=\frac{1}{(8/a^3)\,a}=\frac{a^2}{8}=p^2,\qquad p=\frac{a}{2\sqrt2}=0.1920\ \text{nm}.
\]

The strings form a square net of side \(p\).

The amplitude \(u\) follows from a Debye spectrum. A mode of frequency \(\omega\) has \(M\omega^2\langle x^2\rangle=(\hbar\omega/2)\coth(\hbar\omega/2k_BT)\), where \(M\) is the atomic mass. Averaging over the mode density \(3\omega^2/\omega_D^3\) gives

\[
u^2=\int_0^{\omega_D}\frac{3\omega^2}{\omega_D^3}\,\frac{\hbar}{2M\omega}\coth\frac{\hbar\omega}{2k_BT}\,d\omega .
\]

A Debye temperature of 540 K, a rough typical value, gives \(u=0.00754\) nm. The yields below depend on this choice: 490 K gives \(u=0.00825\) nm and 645 K gives \(0.00642\) nm, which move the continuum minimum yield from 0.97 % to 1.16 % and 0.70 %. At 490 K the simulated minimum yield is about 3.2 %.

## The naive scheme: replace atoms by strings

Consider one atom passed at distance \(\rho\). For a small deflection, the force may be integrated along the straight path. With \(z=\rho\sinh t\) one has \(dz/r=dt\), so each screened term integrates to \(\int e^{-\kappa\rho\cosh t}dt=2K_0(\kappa\rho)\), and

\[
W(\rho)=\int V\,dz=2k\sum_i c_iK_0(\kappa_i\rho).
\]

The momentum transfer is \(-\nabla W/v\). Dividing by \(p_0\) gives the kick

\[
\Delta\boldsymbol\theta=-\frac{\nabla W}{2E},\qquad
|\Delta\boldsymbol\theta|=\frac{k}{E}\sum_i c_i\kappa_iK_1(\kappa_i\rho),
\]

because \(K_0'=-K_1\). As \(\rho\to0\), \(K_1(x)\to1/x\), and the kick becomes the Coulomb value \(k/(E\rho)\). At \(\rho=0.004\) nm the formula gives 4.569 mrad. Newton's equations with a recoiling atom give 4.566 mrad, so the straight-path approximation is good to about 0.1 % of the deflection there.

The continuum model spreads each kick over the spacing \(a\) and averages over thermal displacements. With \(\langle W\rangle\) the Gaussian average of \(W\) and \(U(\mathbf r)=a^{-1}\sum_{\rm strings}\langle W\rangle\),

\[
\frac{d\boldsymbol\theta}{dz}=-\frac{\nabla U}{2E}.
\]

Taking the scalar product with \(2E\boldsymbol\theta=2E\,d\mathbf r/dz\) gives \(d(E\theta^2)/dz=-dU/dz\). The transverse energy

\[
E_\perp=E\theta^2+U(\mathbf r)
\]

is therefore conserved. The natural angular scale is \(\psi_1\), defined by \(E\psi_1^2=2k/a=148.5\) eV:

\[
\psi_1=\sqrt{148.5/(2.0\times10^6)}=8.62\ \text{mrad}=0.494^\circ .
\]

A second assumption turns this mechanics into a yield: at given \(E_\perp\), the ions fill the available phase space uniformly. Since \(d^2\theta=\pi\,d(\theta^2)\) after integration over azimuth, the density at \(\mathbf r\) is proportional to

\[
\int\delta(E_\perp-E\theta^2-U)\,d^2\theta=\frac{\pi}{E}\quad\text{where }U(\mathbf r)<E_\perp ,
\]

and zero elsewhere. It does not depend on \(\mathbf r\) within the accessible area \(A(E_\perp)\). Let \(P(\mathbf r)=A_0\sum e^{-\rho^2/2u^2}/(2\pi u^2)\) be the density of displaced atoms, scaled to cell mean 1. Then

\[
\chi(\psi)=\left\langle\frac{1}{A(E_\perp)}\int_{U<E_\perp}P\,d^2r\right\rangle_{\rm entry},\qquad E_\perp=U(\mathbf r_{\rm in})+E\psi^2 .
\]

**Minimum yield.** An aligned ion entering at distance \(\rho\) from a string has \(E_\perp=U(\rho)\), so it can return only to distances of at least \(\rho\). Near a string \(U\) depends on distance alone, to good approximation, and the integral of \(P\) outside \(\rho\) is \(A_0e^{-\rho^2/2u^2}\). With \(A\simeq A_0\), the average over entry points is

\[
\chi_{\min}\simeq\frac1{A_0}\int_0^\infty2\pi\rho\,e^{-\rho^2/2u^2}d\rho=\frac{2\pi u^2}{A_0}
=\frac{2\pi(0.00754)^2}{0.03686}=0.97\ \%.
\]

The excluded disc gives the next correction. With \(A=A_0-\pi\rho^2\), the integrand gains the factor \(1+\pi\rho^2/A_0\). The weighted mean of \(\rho^2\) is \(2u^2\), so the result is multiplied by \(1+2\pi u^2/A_0\), which raises it to 0.98 %. Numerical evaluation of the full average also gives 0.98 %. The beam energy has dropped out.

**Half-angle.** For \(\chi_{\min}\ll1\) the level is close to 1/2, which requires \(e^{-\rho_h^2/2u^2}=1/2\), or \(\rho_h=u\sqrt{2\ln2}=0.00888\) nm. Replacing the entry potential by its cell mean \(\bar U\),

\[
E\psi_{1/2}^2\simeq U(\rho_h)-\bar U=132.9-17.7=115.2\ \text{eV},
\]

so \(\psi_{1/2}\simeq\sqrt{115.2/(2.0\times10^6)}=7.59\) mrad \(=0.435^\circ\). The full average over entry points gives \(0.438^\circ\).

## What the naive scheme leaves out

The thermal average has removed the fluctuation of each kick. For \(u\ll\rho\) and no screening, the kick is \(\mathbf f=b\,\mathbf r/\rho^2\) with \(b=k/E\). Its derivative matrix has eigenvalues \(-b/\rho^2\) along \(\mathbf r\) and \(+b/\rho^2\) across it. A random displacement therefore adds a kick \(\boldsymbol\eta\) whose variance is \(b^2u^2/\rho^4\) in each component. The transverse energy changes by an extra

\[
E|\boldsymbol\theta+\boldsymbol\eta|^2-E\theta^2=2E\,\boldsymbol\theta\cdot\boldsymbol\eta+E\eta^2,
\]

where \(\boldsymbol\theta\) now includes the mean kick. The first term has zero mean and spreads \(E_\perp\). The second has the positive mean \(2k^2u^2/(E\rho^4)\). At \(\rho=0.02\) nm this mean is about 0.6 eV per atom in the unscreened estimate. For \(\theta=5\) mrad the rms of the first term is \(2E\theta bu/\rho^2\approx8\) eV, so the spreading dominates. These are rough sizes: \(u/\rho\) is about 0.4 here, and the expansion omits rare close passes, which make both values larger. The full Gaussian average of the screened kick, cut off at distance \(k/E\), gives about 3 eV and 17 eV. Conservation of \(E_\perp\) is thus a poor assumption for ions that pass close to strings, and these are the ions that determine the minimum yield.

Uniform filling is also unproved. Conservation of energy confines an ion to a region, but does not make its path visit all of that region evenly.

A third possible fault is the replacement of discrete atoms by a continuous string. At angle \(\psi_1\) an ion moves sideways by \(\psi_1a=0.0047\) nm between atoms of a string, about half of \(\rho_h\). This is not very small, so discreteness needs its own control.

## The scheme that restores the atoms

Silicon's (100) layers are \(a/4=0.13575\) nm apart. Each is a square net of side \(2p\). In units of \(p\), the offsets of successive layers are \((0,0),(1,0),(1,1),(0,1)\), after which the cycle repeats. In every layer the ion interacts with the nearest site. Over four layers these sites are the four strings at the corners of its channel. The potential of the nearest atom is continuous where two sites are equally near, so changing partner causes no jump in the averaged potential.

For each ion and each layer:

1. Drift: \(\mathbf r\leftarrow\mathbf r+\boldsymbol\theta\,a/4\).
2. Find the vector \(\mathbf d\) from the nearest site to the ion.
3. Score the encounter probability
\[
q=\frac{(2p)^2}{2\pi u^2}\,e^{-d^2/2u^2}.
\]
4. Draw a Gaussian displacement \(\boldsymbol\delta\) of the atom, and apply the kick \(-\nabla W/(2E)\) evaluated at \(\mathbf d-\boldsymbol\delta\).

The factor \((2p)^2\) is the area per atom in a layer, so uniformly spread ions have mean score 1. The score uses the distribution of \(\boldsymbol\delta\) and not the drawn value. This leaves the mean unchanged, because the ion's position on arrival is independent of the displacement of an atom it has not yet met. It also avoids waiting for rare direct hits.

A uniform choice of entry points would still waste most of an aligned run, since the ions that matter enter near strings. Let a disc of a few \(u\) around a string occupy a fraction \(s\) of \(A_0\). If a chosen number of ions starts inside it and the rest outside, the combination

\[
\chi=s\langle q\rangle_{\rm in}+(1-s)\langle q\rangle_{\rm out}
\]

restores the uniform beam whatever the division of ions. The brackets average over ions and over the layers of the analysed depth window.

With 12,000 ions followed through 1104 layers and scored between 50 and 150 nm, the result is \(\chi_{\min}=2.83\pm0.09\) %. This is 2.9 times the continuum value.

## Separating the two faults

A control run keeps the discrete layers, but replaces each random kick by its thermal mean \(-\nabla\langle W\rangle/(2E)\). For ions entering in the disc around a string, the median absolute change of \(E_\perp\) is then 0.13 eV, against 6.6 eV with displaced atoms. For an aligned beam at this energy, therefore, it is the random displacements that spoil the conservation of transverse energy, and not the discreteness of the layers.

Even so, the control gives \(1.76\pm0.07\) % between 50 and 150 nm, well above 0.98 %. Between 300 and 700 nm it still gives \(1.48\pm0.07\) %. This is not a settled limit: continuum paths followed deeper fall slowly, to about 1.3 % between 1300 and 2000 nm. Conserved energy has not produced the continuum yield.

The uniform distribution can be examined directly. Drifts and position-dependent kicks both preserve phase-space volume. A distribution that depends on \(E_\perp\) alone is therefore stationary as far as \(E_\perp\) is conserved. In a second control, the disc ions keep the energies they would have in an aligned beam, but start at uniformly chosen accessible positions with isotropic directions. Scored from the surface to 700 nm, it gives \(0.97\pm0.06\) %, in agreement with the continuum. The continuum formula is correct for the distribution it assumes; an aligned beam does not produce that distribution.

The second control also shows which paths remain unfilled. Let \(f\) be the share of its paths that never come within 0.02 nm of a string. Each path is weighted by \(e^{-\rho_{\rm in}^2/2u^2}\), the contribution of its entry energy to the yield. The result is \(f=0.305\). Rows of strings run parallel to the sides and to the diagonals of the net, which makes four sets of rows. Of these paths, 91 % end displaced by less than one row spacing across at least one of the sets, compared with 24 % of the others. This suggests that they are mostly planar-channelled paths, held between two neighbouring rows. An ion that enters beside a string does not start on such a path.

Suppose aligned ions fill only the remaining share \(1-f\), and fill it uniformly. The avoiding paths contribute almost nothing to the yield, so the stationary average is \(\chi_{\rm cont}\simeq(1-f)\chi_{\rm rest}\), and

\[
\chi_{\rm rest}\simeq\frac{\chi_{\rm cont}}{1-f}=\frac{0.979\ \%}{1-0.305}=1.41\ \%.
\]

This agrees with the aligned deep control, \(1.48\pm0.07\) %. Using one value of \(f\) for all energies is an approximation, and \(f\) depends on the chosen distance of 0.02 nm and on the length of path followed. It is about 0.42 for 0.016 nm and 0.27 for 0.03 nm, which moves the estimate between about 1.7 % and 1.3 %, and it falls by about 0.03 when the path is doubled. Its statistical error is about 0.02. The end-point criterion does not prove that a path stayed between the same two rows. The agreement supports the planar explanation within those limits.

The still higher value at 50 to 150 nm may reflect memory of the entry point. At angle \(\psi_1\) an ion has moved sideways by only 2.2 to 6.7 string spacings there. This explanation is a conjecture.

At fixed energy and depth window, the minimum yield thus rises from 0.98 % for uniform filling to 1.76 % for an aligned beam with averaged kicks, and to 2.83 % with displaced atoms. Both assumptions of the naive scheme matter here. Giving up uniform filling alone still leaves the yield well below the full result. The opposite case, displaced atoms with uniform filling at the start, was not run.

## The angular width

The same algorithm, with 3000 ions per angle, gives the following yields.

| \(\psi\) (deg) | Simulation | Continuum |
|---|---|---|
| 0.272 | 0.093 ± 0.007 | 0.040 |
| 0.346 | 0.269 ± 0.011 | 0.128 |
| 0.395 | 0.453 ± 0.016 | 0.282 |
| 0.444 | 0.633 ± 0.020 | 0.545 |
| 0.518 | 0.857 ± 0.023 | 1.000 |

The half level is \((1+0.0283)/2=0.514\). Linear interpolation gives

\[
\psi_{1/2}=0.395^\circ+\frac{0.514-0.453}{0.633-0.453}\,(0.444^\circ-0.395^\circ)=0.412^\circ ,
\]

with a statistical error of \(0.006^\circ\), which excludes the error of interpolation. The ratio to the continuum value is 0.94. The width is much less sensitive than the minimum yield to the faults of the model.

The shapes differ more than the half-angles. In the continuum model \(\chi=1\) once every ion can cross the string tops. The barrier from channel centre to string top is 159.4 eV, so this happens at \(\sqrt{159.4/(2.0\times10^6)}=8.93\) mrad, or \(0.51^\circ\). The simulated curve begins to rise earlier and saturates later. Changes of transverse energy would blur a sharp threshold in this way, but their share in the broadening was not isolated. Far from the axis, at \(3.95^\circ\), the simulation gives \(1.019\pm0.010\), within two standard errors of the random value.

## Range of validity and the real measurement

At fixed \(u\), the continuum half-angle scales as \(E^{-1/2}\), while its minimum yield is independent of \(E\). These laws cannot be carried to low energy without limit. The sideways step \(\psi_1a=\sqrt{2ka/E}\) reaches \(\rho_h\) when

\[
E=\frac{2ka}{\rho_h^2}=\frac{2(40.32)(0.543)}{(0.00888)^2}\ \text{eV}\approx0.6\ \text{MeV}.
\]

At this energy, an ion at the characteristic angle moves sideways by \(\rho_h\) between one atom of a string and the next. Below it, the continuum laws should be checked against discrete atoms. This comparison of lengths does not show that they fail there, and the energy at which they do fail was not determined. The binary-collision step remains usable as long as the individual deflections that matter are small.

Measured minimum yields for good silicon crystals are typically a few per cent, the same order as the value found here with displaced atoms. That is a comparison of magnitude only, since the simulated quantity is an encounter probability and not a detector spectrum. A real surface carries an oxide and some disorder, and a real beam has divergence. The first two deflect ions before they enter the channels, and their effect was not calculated. A divergence of 0.5 mrad, taken as an illustration, adds about \(E\psi^2=0.5\) eV of transverse energy, small beside the barrier.

The universal potential describes two neutral atoms, whereas helium at 2 MeV is mostly fully stripped. Its weaker screening gives larger kicks at distances up to about 0.2 nm. A bare helium nucleus in the field of a free Hartree–Fock silicon atom raises the continuum half-angle to about \(0.456^\circ\), a shift of 4 %, comparable with the 6 % difference between simulation and continuum. The absolute angles above therefore belong to the chosen potential.

Other omissions can be sized for these numbers:

- **Energy loss.** The Bethe formula with a mean excitation energy of 173 eV gives 246 eV/nm, or 37 keV over 150 nm. This is 1.8 % of \(E\), and changes the \(E^{-1/2}\) angular scale by 0.9 %.
- **Electron scattering.** An electron of mass \(m\), initially at rest, that takes momentum \(q\) gains \(q^2/2m\). The ion's transverse energy rises on average by at most \(q^2/2M_1\), which is \(m/M_1\) times that loss. With the mean stopping above, taken as uniform across the channel, the total is at most about 5 eV over 150 nm. A run with this full heating gives \(\chi_{\min}=2.91\pm0.11\) %, not distinguishable from 2.83 %.
- **Correlated vibrations.** A rough correlation coefficient of 0.2 between neighbours on a string gives \(3.03\pm0.12\) %. The scoring still ignores the correlation, so this is only a rough size, and the shift is not statistically resolved.
- **Distant strings.** They change the averaged potential by up to about 0.5 eV around its mean shift, the barrier by 0.8 eV, and the continuum half-angle by less than \(0.001^\circ\).

The numerical output gives the remaining points of the angular scan and the intermediate values.

## Calculated quantities

```
Ion energy 2.0 MeV, lattice constant 0.543 nm
Debye temperature 540 K, T 293 K
k = Z1 Z2 e^2/(4 pi eps0): 40.319 eV nm
Screening length: 0.01558 nm
String spacing p: 0.1920 nm; area A0: 0.03686 nm^2
Layer gap: 0.13575 nm; layers followed: 1104
Thermal amplitude u: 0.00754 nm
Energy scale 2k/a: 148.5 eV
Characteristic angle psi1: 8.617 mrad = 0.4937 deg
Deflection at 0.004 nm: Newton 4.56632 mrad, impulse 4.56933 mrad
Deflection at 0.020 nm: Newton 0.53246 mrad, impulse 0.53258 mrad
Deflection at 0.080 nm: Newton 0.02584 mrad, impulse 0.02584 mrad
Averaged potential, top minus channel centre: 159.4 eV
Cell mean of potential: 17.72 eV
Radius rho_h: 0.00888 nm; potential there: 132.9 eV
Distant strings change the potential by at most 0.52 eV
Ions per run: aligned 12000, neglected effects 8000, tilted 3000, deep 3000
Depth window: 50 to 150 nm; deep window: 300 to 700 nm
Path across strings at angle psi1: 2.2 to 6.7 p; deep 13.5 to 31.4 p
psi/psi1, psi (deg), simulated yield, std error, continuum yield:
  0.35  0.173  0.041  0.005  0.017
  0.55  0.272  0.093  0.007  0.040
  0.70  0.346  0.269  0.011  0.128
  0.80  0.395  0.453  0.016  0.282
  0.90  0.444  0.633  0.020  0.545
  1.05  0.518  0.857  0.023  1.000
  1.30  0.642  0.947  0.022  1.000
  1.80  0.889  0.997  0.020  1.000
  8.00  3.950  1.019  0.010  1.000
Minimum yield, closed form 2 pi u^2/A0: 0.969 %
Minimum yield, continuum model: 0.979 %
Minimum yield, averaged kicks, uniform filling at start: 0.97 +- 0.06 %
Share of those paths never within 0.02 nm of a string: 0.305
Ending between the same rows: 0.912 of these, 0.241 of the others
Continuum yield / (1 - share): 1.41 %
Minimum yield, averaged kicks, aligned, deep window: 1.48 +- 0.07 %
Minimum yield, averaged kicks, aligned: 1.76 +- 0.07 %
Minimum yield, displaced atoms: 2.83 +- 0.09 %
Ratio displaced atoms / continuum: 2.89
Median change of transverse energy: displaced atoms 6.62 eV, averaged kicks 0.13 eV, averaged kicks deep 0.13 eV
Half-angle, closed form: 0.4348 deg
Half-angle, continuum model: 0.4381 deg
Half-angle, simulation: 0.412 +- 0.006 deg
Ratio simulation / continuum half-angle: 0.940
All strings, continuum: yield 0.979 %, half-angle 0.4389 deg
Mean excitation energy 173 eV; stopping 246 eV/nm
Energy loss to 150 nm: 36.8 keV = 1.84 % of E
Electron heating bound to 150 nm: 5.05 eV
Minimum yield with that heating: 2.91 +- 0.11 %
Minimum yield, correlation 0.2: 3.03 +- 0.12 %
Relativistic parameter E/(M c^2): 5.36e-04
```
